# Surface Composition of a Binary Solid under Steady Sputtering, part 2

An ion beam erodes a homogeneous solid of elements A and B, and we ask what surface composition results. The bulk atomic fractions are $b_i$, with $b_A+b_B=1$, and the fractions in the layer from which atoms are ejected are $c_i$. The partial yield $P_i=Y_i c_i$ counts atoms of element $i$ removed per incident ion, $Y_i$ is the component yield, and $Y_{\rm tot}=P_A+P_B$. All yields are in atoms per ion. The ion flux is $J$, the fluence after time $t$ is $F=Jt$, and the bulk atom density is $n$.

The control volume moves with the surface and reaches down into unaltered bulk. Internal motions cancel from its total. With $R$ the supply of all atoms per area and time, the steady balances are

$$
JY_A c_A=Rb_A,\qquad JY_B c_B=Rb_B .
$$

They assume that sputtering is the sole loss, that the beam supplies neither element and that ejected atoms do not return. They give the ratio law

$$
\boxed{\frac{c_A}{c_B}=\frac{b_A}{b_B}\,\frac{Y_B}{Y_A}}
$$

and, with no third species,

$$
c_A=\frac{b_AY_B}{b_AY_B+b_BY_A}.
$$

For the approach to this steady value, written $c_A^\infty$, the model is a well-mixed layer of constant thickness $d$ and density $n$, with constant component yields. Its balance for A is

$$
nd\frac{dc_A}{dF}=b_A\left[Y_Ac_A+Y_B(1-c_A)\right]-Y_Ac_A .
$$

The solution starting from the bulk composition is

$$
c_A(F)=c_A^\infty+(b_A-c_A^\infty)e^{-F/F_0},
$$

where

$$
F_0=\frac{nd}{b_AY_B+b_BY_A}.
$$

In the example, 500 eV argon ions strike gallium arsenide. A is gallium, B is arsenic, $b_A=b_B=0.5$, $n=44$ atoms/nm3, and $Y_A=1.0$ and $Y_B=1.5$ are chosen model values. A current density of 10 uA/cm2 of singly charged ions gives $J=0.6242$ ions/(nm2 s). In the steady state $c_A=0.6000$ and $Y_{\rm tot}=1.2000$.

The "random cases" in the final list are simulations of random removals from unmixed surface sites; case 1 uses the example's parameters.

Q: What are the fluence and the time in the example?

A: Take $d=2$ nm. Then

$$
F_0=\frac{44\times2}{0.75+0.50}=70.40\ \text{ions/nm}^2,
$$

which is $7.04\times10^{15}$ ions/cm2. At $J=0.6242$ ions/(nm2 s) this takes 112.8 s. After one such interval the gallium fraction is $0.6000-0.1000e^{-1}=0.5632$.

To come within 0.001 of the steady fraction, the initial deviation of 0.1 must fall by a factor of 100. The required fluence is $F_0\ln100=324.2$ ions/nm2, reached after 519.4 s. By then 8.92 nm has been eroded. Integration of the separate atom counts reproduced the exponential solution at fluences of 0, 70.40, 324.2 and 2000 ions/nm2.

This has a consequence for thin films. The lower face of the altered layer must still be in the original film when the steady state is reached. For these parameters, this 0.001 criterion and a perfectly mixed layer, the film must be thicker than about $8.9+2=10.9$ nm; a layer with finite mixing or segregation shifts this figure by a nanometre or so. In a thinner film the altered layer reaches the bottom of the film before the criterion is met, and the supply of unaltered film ends.

Q: If the steady emission has the bulk composition, where did the missing arsenic go?

A: It left during the transient. Define the excess of B as the B emitted beyond its bulk share of all emitted atoms. Per ion, this excess is

$$
P_B-b_B(P_A+P_B)=(1-b_B)P_B-b_BP_A=b_AP_B-b_BP_A .
$$

The right side of the balance for A is the same quantity:

$$
b_A(P_A+P_B)-P_A=b_AP_B-(1-b_A)P_A=b_AP_B-b_BP_A .
$$

Integrating from the start to the steady state therefore gives

$$
\int_0^\infty\left[P_B-b_B(P_A+P_B)\right]dF=nd(c_A^\infty-b_A).
$$

The example gives $88\times0.1=8.8$ atoms/nm2, and the integrated atom counts gave 8.800. In the well-mixed model this finite loss creates the arsenic-poor layer; its size, and even its sign, depend on the depth profile of the altered region. Once the layer exists, it moves inward with the surface and needs no further excess loss.

Q: Suppose gallium also prefers to sit at the surface. Surely segregation must raise its surface fraction above 0.6000.

A: Not in the steady state, if atoms leave from the first atomic layer alone and the component yields stay fixed. Segregation is an internal motion. It changes the layers beneath until the first layer again emits the bulk ratio.

A layer model shows this explicitly. Let $c_1$ and $c_2$ be the A fractions in the first two atomic layers. Take the net exchange of A from the second layer to the first, per ion, as

$$
K\left[g\,c_2(1-c_1)-c_1(1-c_2)\right].
$$

Here $K$ is an exchange strength in atoms per ion, and $g$ is a segregation factor. For $g=1$ the expression reduces to $K(c_2-c_1)$, which is ordinary mixing. For $g>1$ it favours A in the first layer.

Erosion also brings $Y_{\rm tot}c_2$ atoms of A per ion from the second layer into the first. The first layer loses $Y_Ac_1$, which equals $Y_{\rm tot}b_A$ by the balance of the whole altered region. Therefore

$$
Y_{\rm tot}c_2+K\left[g\,c_2(1-c_1)-c_1(1-c_2)\right]=Y_{\rm tot}b_A .
$$

Moving the term $-Kc_1$ to the right and collecting $c_2$ gives

$$
c_2=\frac{Y_{\rm tot}b_A+Kc_1}{Y_{\rm tot}+Kg(1-c_1)+Kc_1}.
$$

With $K=5$ atoms per ion and $c_1=0.6$, this is $3.6/6.2=0.5806$ for $g=1$ and $3.6/10.2=0.3529$ for $g=3$. A calculation with 16 atomic layers, mixed at this strength across the first seven interfaces, gave the same second-layer values. The first layer stayed at 0.6000 in both cases. Segregation depleted the second layer of gallium and left the outermost composition unchanged. For $g=3$ the altered region as a whole then holds about 6 gallium atoms/nm2 fewer than the same amount of bulk, so the net excess loss in the transient is gallium, not arsenic.

Q: Real collision cascades can eject atoms from the second layer as well. Does that destroy the result?

A: It changes which fraction the result describes. Let a share $f$ of the ejection weight belong to the second layer, with the same $f$ for both elements. Then $P_i=Y_i\bar c_i$, where for A

$$
\bar c_A=(1-f)c_1+fc_2 .
$$

The control-volume argument is unchanged, so the law fixes $\bar c_A/\bar c_B$. It no longer fixes $c_1$ by itself.

With an assumed $f=0.15$ and the segregation factor 3, the layer calculation gave $c_1=0.6375$ and $c_2=0.3873$. Their weighted mean is

$$
0.85\times0.6375+0.15\times0.3873=0.6000 .
$$

The outermost layer now differs from the simple prediction by 0.0375. If the two elements have different shares $f$, each must be weighted with its own; the law still fixes the ratio of these weighted fractions, but they no longer add up to one. For the same reason, a surface analysis method that samples several layers needn't report the fraction that appears in the law.

Q: You have kept the component yields constant. What if arsenic becomes easier to remove as the surface becomes richer in gallium?

A: Then the steady equation must be solved with the yields of the final surface. As an assumed example, keep $Y_A=1.0$ and let

$$
Y_B=1.5\left[1+(c_A-0.5)\right]=1.5(0.5+c_A).
$$

With equal bulk fractions the law becomes $c_A/(1-c_A)=1.5(0.5+c_A)$. Multiplying out gives

$$
c_A=1.5(0.5+c_A)(1-c_A)=0.75+0.75c_A-1.5c_A^2 ,
$$

or

$$
1.5c_A^2+0.25c_A-0.75=0 .
$$

The product of the two roots is negative, so one root is positive. It is $c_A=0.6287$, at which $Y_B=1.6930$ atoms per ion. Integration of the atom counts to 2000 ions/nm2 reached this fraction. Using the yields of the fresh surface would have given 0.6000, which is too low by 0.0287. The ratio law holds in both cases; the difference lies in the yields put into it.

Q: Some of the projectiles remain in the solid. In plasma doping that is the purpose. Does the ratio survive?

A: It survives if the retained species is neither A nor B. Let its surface fraction be $c_P$, so that $c_A+c_B=1-c_P$. The balances $Rb_i=JY_ic_i$ for A and B contain no new term, and their ratio is unchanged. The individual fractions are both multiplied by $1-c_P$, provided the yield ratio $Y_B/Y_A$ is unchanged.

The projectile has its own balance. If $q_P$ of its atoms are captured per incident ion and its component yield is $Y_P$, the steady state requires $q_P=Y_Pc_P$. Thus $c_P=q_P/Y_P$. Resputtering limits the surface concentration of an implanted dopant in this way, as long as the target goes on receding. A test with $q_P=0.5$ and $Y_P=3$ gave $c_P=0.1667$ and left the gallium-to-arsenic ratio at 1.5000.

Q: And if the beam carries one of the target's own elements?

A: Then the simple ratio fails, because there is a second supply. Let $q_B$ atoms of B be captured from the beam per ion, with no third species in the surface. The steady balances are

$$
Rb_A=JY_Ac_A,\qquad Rb_B=J(Y_Bc_B-q_B).
$$

Division gives

$$
\frac{Y_Ac_A}{Y_Bc_B-q_B}=\frac{b_A}{b_B}.
$$

Cross-multiplication with $c_B=1-c_A$ gives $b_BY_Ac_A=b_A(Y_B-Y_Bc_A-q_B)$, and hence

$$
c_A=\frac{b_A(Y_B-q_B)}{b_AY_B+b_BY_A}.
$$

For $q_B=0.05$ atoms per ion this is $0.725/1.25=0.5800$, which the integrated atom counts also gave. Erosion requires $q_B<Y_B$. At larger supply this steady eroding state does not exist.

Redeposition can be treated in the same way. If a fraction $\rho_i$ of the ejected atoms of element $i$ returns to the same surface and stays, $Y_i$ is replaced by $(1-\rho_i)Y_i$. Equal return fractions cancel from the ratio, but unequal ones do not.

Q: The beam heats the sample. Couldn't arsenic simply evaporate?

A: It could, and that would add to its loss. First estimate the heating. A current density of 10 uA/cm2 at 500 eV per ion delivers 5.00 mW/cm2. Assume that all of this power is absorbed and leaves by radiation from one face with emissivity 0.50, in surroundings at 300 K. The balance between absorbed and radiated power gives 315.1 K.

For evaporation, assume that an exposed arsenic atom escapes at a rate $\nu e^{-E/kT}$. Here $\nu=10^{13}$ per second, $E=1.50$ eV, $k$ is Boltzmann's constant and $T$ is the temperature. With $n_s=n^{2/3}$ sites per unit area, the evaporated flux is $n_sc_B\nu e^{-E/kT}$. Dividing by $Jc_B$ turns it into an addition to the component yield:

$$
Y_{\rm th}=\frac{n_s\nu}{J}e^{-E/kT}.
$$

At 315.1 K this is about $2\times10^{-10}$ atoms per ion, negligible beside 1.5. If the sample is held at 500 K, it is 0.1517, and the gallium fraction rises to

$$
c_A=\frac{1.5+0.1517}{1.0+1.5+0.1517}=0.6229 .
$$

The ratio now depends on the ion flux, because evaporation per ion grows when ions arrive more slowly. The barrier and the attempt rate are assumptions, and a change of 0.1 eV in the barrier changes $Y_{\rm th}$ at 500 K by a factor of about ten. A barrier of 1.5 eV is close to the sublimation enthalpy of elemental arsenic and would remove an exposed atom in about two minutes at 500 K even without a beam. Arsenic bound in the gallium arsenide crystal is lost many orders of magnitude more slowly at this temperature, so the number illustrates the mechanism and is not an estimate for the crystal.

Q: How close is all this to real gallium arsenide?

A: The atom density is close to that of the crystal. Component yields near one atom per ion and an altered depth of a few nanometres are reasonable rough magnitudes for argon at several hundred electronvolts. The yield ratio of 1.5 was chosen, so the model does not predict the gallium enrichment from the properties of the material. The current density suits gentle ion-beam erosion; many plasma etching processes use much larger ion currents, for which this radiative cooling estimate should not be carried over. Real surfaces can also roughen or form gallium-rich regions, so that one average composition and one pair of yields may not describe them. Among the effects sized here, composition-dependent yields moved the gallium fraction by about 0.03, and second-layer ejection with segregation moved the outermost fraction by about 0.04. Both shifts belong to the assumed strengths. The fraction 0.6 is therefore a model value, not a statement about the real material. A gallium-rich reading from a method that samples several layers does not by itself show that arsenic has the larger component yield. With equal yields of 1.2 and arsenic segregating to the surface ($g=1/3$, $K=5$), the formula above gives $c_1=0.500$ and $c_2=0.684$, a stoichiometric outer layer over a gallium-rich subsurface. The further digits quoted above serve only to compare the formulas with the calculations within the model.

Q: When would you refuse to use the simple ratio?

A: I would refuse when the fluence is too small for a steady state, when the film is too thin, or when the composition of the solid varies with depth over the altered region. I would also refuse when one element has an additional supply or loss that has not been included in its balance, or when gallium-rich regions keep growing on the surface, because they store gallium and the state is then not steady. In the remaining cases conservation fixes the ratio of the partial yields, and the ratio in the ejecting layer is as reliable as the component yields used to obtain it.

## Computed results

```
Bulk fractions Ga, As: 0.500, 0.500
Component yields Ga, As: 1.00, 1.50 atoms/ion
Atom density: 44.0 atoms/nm3
Mixed depth: 2.00 nm
Ion energy: 500 eV
Current density: 10.0 uA/cm2
Ion flux: 0.6242 ions/(nm2 s)
Steady surface fractions Ga, As: 0.6000, 0.4000
Steady surface ratio Ga/As: 1.5000
Initial partial yields Ga, As: 0.500, 0.750 atoms/ion
Steady partial yields Ga, As: 0.600, 0.600 atoms/ion
Steady total yield: 1.2000 atoms/ion
Erosion speed: 0.01702 nm/s = 1.021 nm/min
Transient fluence scale: 70.40 ions/nm2 = 7.040e+15 ions/cm2
Transient time scale: 112.8 s
Ga fraction after one fluence scale: 0.5632
Fluence to within 0.001 of steady fraction: 324.2 ions/nm2
Time to that point: 519.4 s
Depth eroded by that point: 8.92 nm
Excess As emitted in transient: 8.800 atoms/nm2
Random case 1, A fraction found/formula: 0.6004/0.6000
Random case 1, total yield found/formula: 1.1992/1.2000 atoms/ion
Random case 2, A fraction found/formula: 0.5175/0.5172
Random case 2, total yield found/formula: 1.3784/1.3793 atoms/ion
Random case 2 inputs: b_A 0.3; Y_A, Y_B 0.8, 2.0 atoms/ion
No segregation, Ga in layers 1, 2: 0.6000, 0.5806
Segregation factor 3, Ga in layers 1, 2: 0.6000, 0.3529
Assumed second-layer ejection share: 0.15
With it and segregation, Ga in layers 1, 2: 0.6375, 0.3873
Ejection-weighted Ga fraction: 0.6000
Inert retention test, projectile fraction: 0.1667
Inert retention test, Ga/As ratio: 1.5000
Retained As from beam: 0.050 atoms/ion
Ga fraction with As in beam: 0.5800
Varying-yield case, steady As yield: 1.6930 atoms/ion
Varying-yield case, Ga fraction: 0.6287
Beam power: 5.00 mW/cm2
Assumed emissivity: 0.50
Radiatively cooled temperature: 315.1 K from 300 K
Assumed As loss barrier: 1.50 eV
Assumed attempt rate: 1.0e+13 1/s
Thermal As yield at beam-heated temperature: 2.05e-10 atoms/ion
Thermal As yield at 500 K: 0.1517 atoms/ion
Ga fraction at 500 K: 0.6229
```
